# Transmission through one weakened bond in a tight-binding chain

## Problem

An infinite chain of identical atoms carries one orbital per atom. All site energies are zero, and neighbouring orbitals are coupled by the hopping $-t$, with $t>0$. One bond, between sites 0 and 1, is weakened: its hopping is $-at$ with $a=1/3$. Electrons do not interact.

1. Show that an electron at the band centre is transmitted with probability 0.36.
2. Find the transmission at other energies, and the other positive value of $a$ that gives the same band-centre result.
3. Take the chain as a rough model of a one-atom-wide silver filament in a memory cell. Find its conductance and its current at 0.1 V, and judge which neglected effects matter.

Energies are measured in $t$ and lengths in the atomic spacing until the device is treated, where eV and nm are used. The Schrödinger equation away from the weak bond is

$$E\psi_n=-t\psi_{n-1}-t\psi_{n+1}.$$

Inserting $\psi_n=e^{ikn}$ gives $E=-2t\cos k$. For $0<k<\pi$ the group velocity $(2t/\hbar)\sin k$ is positive, so $e^{ikn}$ moves to the right. The band centre, $E=0$, is at $k=\pi/2$.

## First estimate by scaling

Hopping is an amplitude, so the probability of crossing a weak bond should scale as its square, $T\sim a^2$. Setting the prefactor to one gives $1/9\approx0.11$. The scaling argument does not fix that prefactor, but a short calculation does.

Cut the bond completely. An incoming wave on the left is then fully reflected. The cut acts as a node at the missing site 1, so the wave is

$$\psi_n=e^{ikn}-e^{ik(2-n)} .$$

At $k=\pi/2$ its value on the last atom is $\psi_0=1-e^{i\pi}=2$: the incident and reflected waves add in phase there.

Now let the weak bond feed the right-hand chain, ignoring any action back on the left. The right-hand wave is outgoing, so $\psi_2=e^{i\pi/2}\psi_1=i\psi_1$. The equation at site 1, with $E=0$, is

$$0=-at\,\psi_0-t\,\psi_2=-2at-it\,\psi_1
\quad\Rightarrow\quad \psi_1=2ia .$$

The incident wave has unit amplitude and both sides have the same velocity, so

$$T\approx|\psi_1|^2=4a^2=\frac49\approx0.444 .$$

The factor 4 comes from the doubled amplitude on the end atom. This is the leading result for small $a$. It cannot hold for all $a$, since it exceeds one when $a>1/2$.

## Exact solution

**Scattering state.** Send in a wave of unit amplitude from the left:

$$\psi_n=\begin{cases}e^{ikn}+r\,e^{-ikn}, & n\le 0,\\ \tau\,e^{ikn}, & n\ge 1.\end{cases}$$

These forms satisfy the equation at every site except possibly 0 and 1, whose equations fix $r$ and $\tau$.

**Site 0.** The true equation contains the weak bond:

$$E\psi_0=-t\psi_{-1}-at\psi_1 .$$

Let $\phi_n=e^{ikn}+re^{-ikn}$ be the left-hand form continued to all $n$. It obeys the uniform equation $E\phi_0=-t\phi_{-1}-t\phi_1$. Since $\phi_0=\psi_0$ and $\phi_{-1}=\psi_{-1}$, subtraction leaves $\phi_1=a\psi_1$, or

$$e^{ik}+r e^{-ik}=a\tau e^{ik}. \tag{1}$$

**Site 1.** The true equation is $E\psi_1=-at\psi_0-t\psi_2$. The right-hand form continued to site 0 has the value $\tau$ there and obeys $E\psi_1=-t\tau-t\psi_2$. Subtraction gives $\tau=a\psi_0$, or

$$\tau=a(1+r). \tag{2}$$

**Elimination.** Equation (2) gives $r=\tau/a-1$. Put this into (1):

$$e^{ik}-e^{-ik}+\frac{\tau}{a}e^{-ik}=a\tau e^{ik}.$$

The first two terms are $2i\sin k$. Moving the $\tau$ terms to one side and multiplying by $a$,

$$\tau=\frac{2ia\sin k}{a^2e^{ik}-e^{-ik}} . \tag{3}$$

**From amplitude to probability.** The time-dependent equation gives

$$\frac{d|\psi_n|^2}{dt'}=J_{n-1}-J_n,\qquad J_n=\frac{2t}{\hbar}\,\mathrm{Im}(\psi_n^*\psi_{n+1}),$$

where $t'$ is time and $J_n$ is the probability current from $n$ to $n+1$ along a normal bond. On the right, $J=(2t/\hbar)|\tau|^2\sin k$. On the left, the cross terms are $re^{-ik(2n+1)}$ and its complex conjugate. Their sum is real and carries no current, so $J=(2t/\hbar)(1-|r|^2)\sin k$. The incident part is $(2t/\hbar)\sin k$. Hence $T=|\tau|^2$, and current conservation requires $|r|^2+|\tau|^2=1$.

The squared modulus of the denominator in (3) is

$$|a^2e^{ik}-e^{-ik}|^2=a^4+1-2a^2\cos2k=(1-a^2)^2+4a^2\sin^2k,$$

where $\cos2k=1-2\sin^2k$ was used. Therefore

$$T=\frac{4a^2\sin^2k}{(1-a^2)^2+4a^2\sin^2k},\qquad \sin^2k=1-\frac{E^2}{4t^2}. \tag{4}$$

**Band centre.** At $k=\pi/2$ the denominator of (3) is $i(a^2+1)$, so

$$\tau=\frac{2a}{1+a^2}=\frac{2/3}{10/9}=\frac35,\qquad
r=\frac{\tau}{a}-1=\frac{1-a^2}{1+a^2}=\frac45 .$$

Thus

$$T=\left(\frac35\right)^2=0.36,\qquad |r|^2=0.64,$$

and the two add to one.

**The other value of $a$.** Setting $2a/(1+a^2)=3/5$ gives $3a^2-10a+3=0$, with roots $a=1/3$ and $a=3$. A bond three times stronger than normal reflects as much as one three times weaker. More generally, dividing numerator and denominator of (4) by $a^4$ shows that $T$ is unchanged by $a\to1/a$ at every energy in the band. For a very strong bond the reason is visible in the levels of the isolated pair, $\pm at$: both lie far from the band centre, so the pair is hard to enter.

**Other energies.** At $k=\pi/3$, $\sin^2k=3/4$ and

$$T=\frac{1/3}{64/81+1/3}=\frac{27}{91}=0.2967 .$$

Towards a band edge $\sin k\to0$, and for $a\ne1$ the transmission vanishes as $4a^2\sin^2k/(1-a^2)^2$. For $a=1$ it is one throughout the band, as it must be.

Near the centre, write $c=\cos k$ and let $T_0$ be the band-centre value. The denominator of (4) is $(1+a^2)^2-4a^2c^2$, so

$$T=T_0\,\frac{1-c^2}{1-T_0c^2}\approx T_0\left[1-(1-T_0)\frac{E^2}{4t^2}\right]. \tag{5}$$

The centre is a flat maximum, which will matter for the device.

**A test in time.** Wave packets were sent at the bond in a 1000-site chain. Each started 250 sites from the bond with an rms width of 50 sites. The fraction found beyond the bond afterwards was 0.35998 at the band centre, 0.29668 at $k=\pi/3$, and 0.35998 at the band centre with $a=3$. The packet has an rms spread of 0.01 in $k$, so (5) predicts a central deficit of $0.36\times0.64\times10^{-4}\approx2\times10^{-5}$, as found.

## Comparison of the estimate and the solution

The exact result can be written

$$T_0=4a^2\times\frac{1}{(1+a^2)^2}=0.444\times0.81=0.36 .$$

The estimate $4a^2$ is 23% above the exact value, while the bare scaling value $a^2$ is too small by a factor of 3.24.

The missing factor is the back-action dropped earlier. At $E=0$ the equation at site 1 gives $\psi_1=ia\psi_0$. On the left, $\psi_0=1+r$ and $\psi_{-1}=-i+ir=i\psi_0-2i$. The equation at site 0, $\psi_{-1}+a\psi_1=0$, then becomes

$$\psi_0=2+ia\,\psi_1=2-a^2\psi_0 .$$

The 2 is the cut-chain value. The term $-a^2\psi_0$ is the amplitude that crosses the bond and returns, with reversed sign. Iterating for $a<1$,

$$\psi_0=2(1-a^2+a^4-\cdots)=\frac{2}{1+a^2}=1.8 ,$$

and $|\psi_1|=1.8/3=0.6$. Keeping one return trip gives $|\psi_1|=\frac23\cdot\frac89=\frac{16}{27}$ and $T=0.351$, already within 3% of the exact value. The scaling $T\propto a^2$ is therefore sound for $a^2\ll1$. At $a=1/3$ it needs both the prefactor 4 and a correction of order $2a^2$.

## A silver filament in a memory cell

**Why the band centre.** In an electrochemical metallization cell, a metal filament grows through an insulator and its narrowest part sets the resistance. A silver atom contributes one s electron, so a one-orbital silver chain is half filled and its Fermi level lies at the band centre.

The weak bond does not disturb this in the nearest-neighbour model. Changing the sign of $\psi_n$ on every second site turns a state of energy $E$ into one of energy $-E$ with the same $|\psi_n|^2$. The lower half of the levels thus supplies half of the complete sum $\sum|\psi_n|^2=1$ at each site. With two spins, every site holds one electron, even beside the weak bond.

**Conductance.** In an energy interval $dE$, right-moving states of one spin carry a particle current $dE/h$, because velocity and density of states cancel. With two spins and a small voltage $V$, the net current is $(2e/h)\,T\,eV$, so

$$G=\frac{2e^2}{h}T=77.48\ \mu\mathrm{S}\times0.36\approx28\ \mu\mathrm{S}.$$

The resistance is about 36 kΩ, and at 0.1 V the current is about 2.8 μA.

This relation was tested without using $T$. Two separate 400-site chains were filled, one with eight orbitals more than half filling and the other with eight fewer, and then joined by the weak bond. The charge that flowed between times $100\hbar/t$ and $300\hbar/t$ gave a conductance of 0.3597 in units of $2e^2/h$, within 0.1% of 0.36.

**How far the bond is stretched.** Suppose the hopping falls with stretch $x$ as $a=e^{-\kappa x}$. Dividing numerator and denominator of $T_0$ by $a^2$,

$$T_0=\frac{4}{(a^{-1}+a)^2}=\frac{1}{\cosh^2\kappa x}.$$

For a rough work function $\phi=4.3$ eV, the decay constant of an electron's tail in vacuum is $\kappa=\sqrt{2m\phi}/\hbar=10.62$ nm$^{-1}$, with $m$ the electron mass. Then

$$x=\frac{\ln3}{\kappa}=\frac{1.099}{10.62\ \mathrm{nm}^{-1}}\approx0.10\ \mathrm{nm}.$$

This is about a third of the rough spacing of 0.29 nm, a large stretch. The model does not say whether such a bond would survive. Between two close atoms the barrier is lower than in vacuum, which would reduce $\kappa$ and lengthen the required stretch. Half the $\kappa$ would require about 0.21 nm.

**Effects that barely matter.** Take $t=1$ eV as a rough hopping. Each change below is made alone, with $a=1/3$ held fixed.

- At 358 K the thermal energy is 0.0309 eV, and thermal averaging gives $T=0.35982$.
- A bias of 0.1 V dropped entirely at the weak bond gives 0.35973.
- A Fermi level 0.2 eV off centre gives 0.3577. Equation (5) accounts for this: the relative loss is $0.64\times(0.2/2)^2=0.64\%$.
- Second-neighbour hopping, taken from the same exponential decay, is 0.0459 eV in the leads and 0.0153 eV across the stretched bond. A wave packet at $k=\pi/2$ then gives 0.3591. Adding third and further neighbours from the same decay law gives 0.358. This effect is small only if the hopping decays this fast: with half the $\kappa$, second neighbours alone lower $T$ to 0.339, and the further neighbours bring it to about 0.32, a loss of about 11%.

**Shifted contact atoms.** The two atoms beside the weak bond have different surroundings from the rest, so their levels may shift. Let both shift by $ut$. At $E=0$ the equations at sites 0 and 1 become

$$\psi_{-1}+a\psi_1=u\psi_0,\qquad a\psi_0+\psi_2=u\psi_1 .$$

With $\psi_{-1}=i\psi_0-2i$ and $\psi_2=i\psi_1$ as before,

$$(i-u)\psi_0=2i-a\psi_1,\qquad (i-u)\psi_1=-a\psi_0 .$$

The second equation gives $\psi_0=-(i-u)\psi_1/a$. Inserting this in the first and multiplying by $a$,

$$\left[a^2-(i-u)^2\right]\psi_1=2ia .$$

Since $(i-u)^2=u^2-1-2iu$, the bracket is $1+a^2-u^2+2iu$, and

$$T=\frac{4a^2}{(1+a^2-u^2)^2+4u^2}=\frac{4a^2}{(1+a^2)^2+2(1-a^2)u^2+u^4}.$$

At the band centre, for $a<1$, a shift of either sign lowers $T$. A shift of 0.3 eV gives 0.3169, a loss of 12%.

**Bond length.** From $\ln T_0=\ln4+2\ln a-2\ln(1+a^2)$,

$$\frac{d\ln T_0}{d\ln a}=2-\frac{4a^2}{1+a^2}=\frac{2(1-a^2)}{1+a^2}=1.6 .$$

A length change of 0.01 nm changes $\ln a$ by $10.62\times0.01=0.106$, and so changes $T$ by about $0.36\times1.6\times0.106=0.061$. Averaging over a Gaussian spread of 0.01 nm rms, a rough size for vibration of an unstretched bond (a stretched one may vibrate more), gives a mean of 0.3637 and an rms spread of 0.0613, or 17% of 0.36. This treats the bond as frozen while an electron crosses. That is reasonable here, since $\hbar/t$ is below a femtosecond and atomic vibration is much slower. A reading that lasts many vibration periods sees the mean, which is 1% high. A static spread of the same size between cells would not average out.

Only the weak bond varies in this estimate. At the band centre, changes of $\ln a$ on successive bonds enter $T$ with alternating sign, so eleven bonds that vary independently act like one bond with $\sqrt{11}$ times the spread. The mean is then about 0.39 and the rms spread about 0.20.

**Beside a real cell.** A conductance near $2e^2/h$ is the usual scale for a single-atom contact of a monovalent metal, and a read voltage near 0.1 V is ordinary. The computed 28 μS is about a third of that conductance. The model does not describe how a filament closes or opens. The stretch of 0.10 nm or more is large, and the model does not show that such a bond would survive. Real filaments break the assumptions of equal site levels and of one fixed bond length. For the rough sizes used here, the level shift lowers the conductance by about 12% when the Fermi level is at the band centre; with the Fermi level 0.2 eV off centre the loss is about 4% or 19%, depending on the sign of the shift, and a smaller shift can raise the conductance slightly. A static spread in the length of the weak bond alone makes it vary from cell to cell by about 17% rms with the vacuum $\kappa$, or about half as much with half the $\kappa$. Vibration of that bond during a long reading changes the mean by only about 1% or less. Variation of the other bonds increases both figures in a filament up to some tens of atoms long; in a chain of several hundred varying bonds the mean falls below 0.36. The uniform chain is itself an assumption: a half-filled chain whose hopping depends on bond length tends to alternate long and short bonds (the Peierls instability), which opens a gap at the band centre. A mean-field estimate, with $t=1$ eV and a bond stiffness set by the 0.01 nm vibration at 358 K, gives an alternation of about 0.017 nm and a gap of about 0.7 eV with the vacuum $\kappa$, and no alternation at 358 K with half the $\kappa$. The band-centre result applies only if the rest of the filament stays uniform. The model also leaves out electron correlation, other orbitals, the widening of the filament into its electrodes, and atomic motion driven by the current; their effect has not been estimated. A measured value of $0.36\times2e^2/h$ would therefore not prove that one bond has a third of the normal hopping, because level shifts and other scatterers also change $T$. The numerical output lists the main values used here.

## Computed results

```
MODEL (dimensionless)
bond ratio a: 0.3333
transmitted amplitude at band centre: 0.6000
reflected amplitude at band centre: 0.8000
band-centre transmission, formula: 0.3600
band-centre reflection: 0.6400
band-centre transmission, wave packet: 0.35998
transmission at k = pi/3, formula: 0.29670
transmission at k = pi/3, wave packet: 0.29668
wave packet, bond three times stronger: 0.35998
naive estimate a^2: 0.1111
weak-coupling estimate 4 a^2: 0.4444
conductance from charge flow, in 2e^2/h: 0.3597
largest deviation from one electron per site: 2.1e-14
sensitivity d ln T / d ln a: 1.6000
SILVER-LIKE FILAMENT (rough inputs)
hopping: 1.00 eV
atom spacing: 0.29 nm
work function: 4.3 eV
read voltage: 0.10 V
temperature: 358 K
hopping decay constant kappa: 10.62 1/nm
bond stretch giving a = 1/3: 0.103 nm
conductance quantum 2e^2/h: 77.48 uS
conductance: 27.89 uS
resistance: 35.85 kOhm
read current: 2.789 uA
NEGLECTED EFFECTS (transmission unless stated)
thermal energy: 0.0309 eV
with thermal smearing: 0.35982
with read bias dropped at weak bond: 0.35973
Fermi-level offset: 0.20 eV
with Fermi-level offset: 0.3577
shift of the two contact atoms: 0.30 eV
with shifted contact atoms: 0.3169
second-neighbour hopping in leads: 0.0459 eV
second-neighbour hopping across gap: 0.0153 eV
with second-neighbour hopping: 0.3591
rms bond-length vibration: 0.010 nm
mean with vibration: 0.3637
rms spread with vibration: 0.0613
```
